# Why Strong Adatom Traps Make Island Density Nearly Independent of Flux

## What goes wrong without traps in the theory

On a clean terrace, islands start when two adatoms meet, and mean-field theory gives an island density growing roughly as the cube root of the deposition flux. If the surface also holds strong traps, this law can mislead twice. It promises control of island spacing through the flux when there may be almost none. It also gives a wrong diffusion constant when inverted. In the example below, traps raise the island density from 0.00541 to 0.03006 nm\(^{-2}\). The trap-free law has \(N^3\propto 1/(\sigma D)\), so someone unaware of the traps would infer a product \(\sigma D\) too small by \((0.03006/0.00541)^3\approx170\).

A tempting explanation is that traps fill before terrace dimers become common. That is true in the regime treated here, but early filling alone does not keep terrace islands rare. For that, filled traps must also continue to capture adatoms.

## Model and conventions

The algebra uses atomic units with \(k_B=1\), so temperature \(T\) is an energy. Densities are per surface site. Atoms arrive at rate \(F\) per site and hop to each of four neighbours at rate \(D\); thus \(D\) is the diffusion constant in site areas per time. The coverage \(\theta=Ft\) counts all deposited atoms per site.

There are \(n_t\ll1\) fixed traps per site. An island has at least two atoms, so a trap holding one atom is not yet an island. Terrace dimers and trapped pairs are taken as stable and immobile. Islands are point sinks, and evaporation is omitted. Traps are at first irreversible; release is added later.

## First contribution: feeding the traps

While adatoms rarely meet on the terrace, their mean density \(n(x)\) obeys a linear equation. It settles quickly compared with the deposition time, so

\[
0=F+D\sum_{x'}[n(x')-n(x)],\qquad n=0\ \text{at traps},
\]

where \(x'\) runs over the four neighbours of \(x\). Put \(n=(F/D)g\) and divide by \(F\):

\[
4g(x)-\sum_{x'}g(x')=1\ \text{on the terrace},\qquad g=0\ \text{at traps}.
\]

Neither \(F\) nor \(D\) remains: \(g\) depends on the trap positions alone. Trap \(j\) receives atoms by direct impact and by hops from its neighbours, at the total rate

\[
F+D\sum_{x'}n(x')=Fc_j,\qquad c_j=1+\sum_{x'}g(x').
\]

By coverage \(\theta\) it has received on average \(Fc_jt=\theta c_j\) atoms. Lower flux brings atoms more slowly but leaves proportionally more time to reach the same coverage.

Atoms land at random and, in this dilute limit, walk independently. The number reaching a given trap is therefore Poisson distributed. Subtracting the probabilities of zero and one arrival gives

\[
P_j=1-(1+\theta c_j)e^{-\theta c_j}.
\]

This assumes that the trap captures equally well when empty, singly occupied, or covered by an island. Since every atom ends at some trap, the mean of \(c_j\) is \(1/n_t\). For equal feeds, \(\theta=5n_t\) gives \(P=1-6e^{-5}=0.960\). Filling thus requires \(\theta\) to be several times \(n_t\), not merely equal to it.

## Second contribution: terrace dimers

We need the rate at which one trap captures atoms from a mean adatom density \(\bar n\). Write it as \(\sigma D\bar n\), which defines the capture number \(\sigma\). Represent the other traps by a uniform loss \(Dk^2n\), with \(k^2=\sigma n_t\). Far from the chosen trap, supply balances loss:

\[
F=Dk^2\bar n=\sigma Dn_t\bar n.
\]

The deficit \(w=\bar n-n\) then obeys

\[
(4+k^2)w(x)-\sum_{x'}w(x')=A\,\delta_{x,0}.
\]

At the trap \(n=0\), so \(w(0)=\bar n\), and the left side becomes \(k^2\bar n+\sum n(x')\). Multiplied by \(D\), this is direct impact plus arriving hops. Hence \(DA\) is the whole capture rate. The solution is \(w=AG\), where the lattice Green function at the origin is

\[
G(0;k^2)=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dq_x\,dq_y}{4\pi^2}\,
\frac{1}{4+k^2-2\cos q_x-2\cos q_y}.
\]

From \(w(0)=\bar n\) we get \(A=\bar n/G(0)\), and therefore

\[
\sigma=\frac{1}{G(0;\sigma n_t)}.
\]

For small \(k^2\), \(G(0;k^2)\simeq(4\pi)^{-1}\ln(32/k^2)\), so \(\sigma\) varies only logarithmically with trap density.

Now consider two adatoms. Hops onto an occupied site occur at rate \(4Dn^2\) per site: four neighbours, each supplying a hopper at rate \(Dn\), times the probability \(n\) that the site is occupied. If the atoms did not stick, one pair would meet repeatedly, and only its first meeting makes a dimer.

The relative position hops at total rate \(8D\) and is lost at rate \(2Dk^2\), because either atom may be captured. The pair's expected total time in contact is \(G(0;k^2)/(2D)\), and each contact lasts \(1/(8D+2Dk^2)\). The expected number of contacts is their ratio, \((4+k^2)G(0)\simeq4G(0)\). Dividing,

\[
\text{dimer rate per site}=\frac{4Dn^2}{4G(0)}=\sigma Dn^2 .
\]

Each event removes two adatoms. Averaging over the terrace with \(n=(F/D)g\), and dividing by \(F\) to pass from time to coverage, gives the terrace island density \(N_h\):

\[
\frac{dN_h}{d\theta}=\sigma\frac FD\langle g^2\rangle
=\kappa\frac{F}{Dn_t^2},\qquad
\kappa=\sigma n_t^2\langle g^2\rangle .
\]

Using one \(\sigma\) everywhere is an approximation. With random traps it tends to overestimate terrace nucleation: dimers form preferentially in wide gaps, where a pair survives longer and more of its meetings are repeats. In a uniform mean field \(g=1/(\sigma n_t)\), so \(\kappa=1/\sigma\).

The powers of flux can now be compared. Trap filling at fixed coverage contains no \(F\). Terrace nucleation contains \(F^2\) per unit time, hence one power of \(F\) per unit coverage.

## Third contribution: continued capture

Terrace islands also become sinks. Replace the sink density \(n_t\) by \(N=n_t+N_h\), holding \(\kappa\) fixed:

\[
\frac{dN}{d\theta}=\frac{\kappa F}{DN^2}
\quad\Longrightarrow\quad N^2\,dN=\frac{\kappa F}{D}\,d\theta .
\]

At \(\theta=0\) the sinks are the empty traps, so \(N=n_t\). Integration gives

\[
N^3=n_t^3+\frac{3\kappa\theta F}{D}.
\]

Here \(N\) counts sinks. It equals the island density once the traps are filled.

With \(x=3\kappa\theta F/(Dn_t^3)\), this reads \(N=n_t(1+x)^{1/3}\). Since \(x\propto F\), the local flux exponent at fixed coverage is

\[
\chi=\frac{d\ln N}{d\ln F}=\frac13\,\frac{x}{1+x}.
\]

For \(x\ll1\) the density stays near \(n_t\). For \(x\gg1\) the traps are a minority and the cube-root law returns. With random gaps the formula is approximate once \(x\) is no longer small. The value of \(\kappa\) was computed for the original trap map, but new islands form preferentially in the wide gaps and so reduce further nucleation faster than the formula assumes.

The weakness of the timing argument is now visible. At \(\theta=5n_t\), terrace islands relative to traps number \(5\kappa F/(Dn_t^2)\). Their rarity at that moment requires roughly \(F/D\ll n_t^2\). Their rarity through the whole deposition requires \(3\kappa\theta F/D\ll n_t^3\), which is stricter by a factor of order \(\theta/n_t\).

A changed model shows what continued capture adds. Let each trap take one atom and then become inert. The traps are used up near \(\theta=n_t\), after which the adatom density rises until terrace islands control it. Neglecting the few earlier islands, and using the uniform value \(\kappa=1/\sigma\) because the trap map no longer sets the adatom density,

\[
N_h^3\simeq\frac{3(\theta-n_t)F}{\sigma D}.
\]

The mean-field rate equations were integrated with the example's values. At \(F=0.01\) per site per second and \(\theta=n_t\), 99.1% of the inert traps were used, while terrace islands numbered only 0.24% of the trap density. Saturation did come first. Yet at \(\theta=0.1\) the exponent of the terrace island density between fluxes 0.01 and 0.1 was 0.332. Early saturation does not stop terrace nucleation.

These traps hold one atom each and are not counted as islands. If each took two atoms before becoming inert, the total density would be \(n_t+N_h\), with \(\theta-2n_t\) replacing \(\theta-n_t\) in \(N_h\). For the example this gives about 0.035 nm\(^{-2}\) at flux 0.01 and 0.041 nm\(^{-2}\) at flux 0.1, an exponent of about 0.07. The total then varies weakly with flux only because the many trap islands outnumber the terrace islands. Continued capture is what keeps terrace islands rare and makes the plateau nearly flat.

## Fourth contribution: trap strength

Let a single trapped atom be bound by \(E_t\) relative to a terrace site, and let \(K=e^{E_t/T}\). An empty trap captures at rate \(\sigma Dn\), and a single atom escapes at rate \(\sigma D/K\). When these balance,

\[
\frac{\text{singly occupied traps}}{\text{empty traps}}=Kn .
\]

Take \(Kn\ll1\), so singly occupied traps have density \(Kn(n_t-N)\), where \(N\) now counts islands on traps. Each becomes an island at rate \(\sigma Dn\). Traps that release their atoms are not net sinks, so \(n=F/(\sigma DN)\). Then

\[
\frac{dN}{dt}=\sigma DKn^2(n_t-N)
=\frac{KF^2(n_t-N)}{\sigma DN^2}.
\]

Divide by \(F\) and set \(y=N/n_t\):

\[
\frac{y^2}{1-y}\,dy=\frac{K}{\sigma D n_t^2}F\,d\theta .
\]

Because \(y^2/(1-y)=1/(1-y)-1-y\), integration from zero gives

\[
-\ln(1-y)-y-\frac{y^2}{2}=C,\qquad
C=\frac{K\theta F}{\sigma Dn_t^2}.
\]

For small \(C\) the left side is \(y^3/3\), so \(N\propto F^{1/3}\) even though nucleation occurs on traps. This requires \(Kn_t\gg1\); otherwise terrace nucleation competes. For \(C\gg1\) the traps fill. At \(C=1\), \(y\approx0.9\), since \(2.303-0.900-0.405=0.998\). A useful threshold is therefore

\[
E_c=T\ln\frac{\sigma Dn_t^2}{\theta F}.
\]

There \(Kn=n_t/\theta\), which is small as assumed when \(\theta\gg n_t\).

Lower flux suppresses terrace dimers but raises \(E_c\), because a trapped atom waits longer for its partner. For the example's surface at flux \(10^{-4}\) per site per second, a trap of only 0.314 eV gave \(N/n_t=0.228\) in the integrated rate equations, against 0.230 from the implicit law. The exponent between fluxes \(10^{-4}\) and \(2\times10^{-4}\) was 0.306. Weak traps do not produce the plateau.

## Fifth contribution: randomness

Randomness is not needed for flux independence, since \(g\) is free of flux for any trap arrangement. It has two side effects. Poorly fed traps fill late, and wide gaps raise \(\langle g^2\rangle\).

The diffusion map for 800 random traps on a \(200\times200\) lattice shows both. At \(\theta=0.1=5n_t\) it predicts that 92.35% of the traps, or 739, hold islands, against 96.0% for equal feeds. It also gives \(\kappa=0.688\), against the uniform value \(1/\sigma=0.535\). Kinetic Monte Carlo runs, in which individual atoms landed and hopped on the same lattice up to the same coverage, gave:

| \(D/F\) | Islands on traps | Terrace islands |
|---|---:|---:|
| \(10^5\), mean of 3 runs | 734.7 | 56.0 |
| \(10^6\), one run | 739 | 6 |
| \(10^7\), one run | 737 | 1 |

Trap occupation barely changes while terrace nucleation collapses. At \(D/F=10^5\) the cubic law, with \(\kappa=0.688\) from the map, predicts 63.6 terrace islands; the simulated mean is 12% lower. The three runs contain 168 terrace islands in all, so counting noise alone is about 8%. These runs do not fix the size of the difference, but its sign is the one expected from using a single \(\sigma\) and a fixed \(\kappa\), which both tend to overestimate terrace nucleation.

The exponent of the total island density between \(D/F=10^5\) and \(10^7\) was 0.015. Trap-free simulations on a \(110\times110\) lattice gave 0.269 between \(10^4\) and \(10^6\), a different range. This lies below one third. At \(D/F=10^4\) there were 224 islands against a mean-field value of 301, whereas at \(10^6\) there were 65 against 70. Mean field is thus visibly poorer at the high-flux end. The cause was not isolated.

## Weighing the contributions: nickel on defective hBN

Consider nickel evaporated onto defective hBN at 300 K. The parameters are rough values for this kind of system, not computed or measured results: diffusion barrier 0.20 eV, attempt rate \(10^{12}\) s\(^{-1}\), adsorption energy 1.00 eV, trap binding 1.50 eV, and trap density 0.03 nm\(^{-2}\). The coverage is 0.1 atom per site.

An hBN lattice constant of 0.25 nm gives a cell area of 0.0541 nm\(^2\), used as the site area. The model keeps a square grid of that site area instead of hBN's triangular one. Thus

\[
n_t=0.03\times0.05413=1.624\times10^{-3},
\]

\[
D=\frac{10^{12}}4\exp\!\left(-\frac{0.20}{0.02585}\right)
=1.09\times10^8\ \text{site areas/s}.
\]

The capture number is \(\sigma=1.306\). Twelve random trap maps give \(\kappa=0.94\), with a standard deviation of 0.08 between maps. This mean is not converged: more maps, and boxes up to \(900\times900\), give about 0.88. The value 0.937 is used below; 0.88 would change the flux 1 row to \(N=0.0348\) nm\(^{-2}\) and \(\chi=0.120\), and the flux limit from 0.29 to 0.31. A square array of nearly the same density gives 0.42, so randomness roughly doubles terrace nucleation.

At \(F=1\) per site per second,

\[
x=\frac{3(0.937)(0.1)(1)}{(1.092\times10^8)(1.624\times10^{-3})^3}
\approx0.60,
\]

\[
N=0.03\,(1.60)^{1/3}=0.0351\ \text{nm}^{-2}.
\]

The other fluxes follow from \(x\propto F\). The single \(\sigma\) and the fixed \(\kappa\) both tend to make \(N\) and \(\chi\) somewhat too high, most visibly at flux 1. With a nickel atomic volume of about 0.011 nm\(^3\), flux 1 corresponds to a mean film growth rate of \(0.011/0.0541=0.203\) nm/s.

| Flux (site\(^{-1}\) s\(^{-1}\)) | \(N\) (nm\(^{-2}\)) | Trap-free \(N\) (nm\(^{-2}\)) | \(\chi\) |
|---:|---:|---:|---:|
| 0.001 | 0.0300 | 0.0026 | 0.0002 |
| 0.01 | 0.0301 | 0.0054 | 0.002 |
| 0.1 | 0.0306 | 0.0114 | 0.019 |
| 1 | 0.0351 | 0.0239 | 0.125 |

Between fluxes 0.001 and 0.1, at fixed temperature and coverage, the density with traps rises by 2%. The trap-free mean-field density rises by a factor of 4.4. That column takes \(\sigma\) at the final density; letting \(\sigma\) follow the growing density raises its entries by about 1%. In this point-sink model the exponent reaches 0.05 at flux 0.29, or about 0.06 nm/s. At flux 0.01 the characteristic spacing \(N^{-1/2}\) is 5.8 nm, or 58 angstrom. For randomly placed islands the mean distance to the nearest neighbour is half of this, 2.9 nm.

The traps are comfortably strong: at flux 0.01 the threshold is 0.33 eV, against the assumed 1.50 eV. They are also well fed, because \(\theta/n_t=61.6\) atoms per trap. The filled fraction in the random maps is 1.0000 to the digits shown. Incomplete filling, visible in the Monte Carlo case with five atoms per trap, is negligible here.

Island size is a larger omission. A hemisphere of 61.6 atoms has radius

\[
r=\left[\frac{3(61.6)(0.011)}{2\pi}\right]^{1/3}=0.69\ \text{nm}.
\]

For randomly placed equal hemispheres, the number of touching pairs per trap is \(0.03\,\pi(2r)^2/2=0.089\). If every such pair merged and counted as one loss, the density would fall by about 9%, to roughly 0.027 nm\(^{-2}\). The islands would cover about 4% of the surface, so direct impact on them is a modest correction. For one absorbing disk among point sinks, the continuum diffusion equation with loss \(k^2=\sigma n_t\) has a deficit proportional to the modified Bessel function \(K_0\). The inward flow at the rim then gives the capture number \(2\pi X K_1(X)/K_0(X)\), where \(X=kr\) with \(r\) in units of the site spacing. Here \(X\approx0.14\), and the capture number is 2.9, compared with 1.3 for a point. The effect starts early: at \(\theta=0.005\), with only three atoms per island, the same formula already gives 2.0. Terrace nucleation varies as the square of the adatom density, hence roughly as the inverse square of the capture number. These two capture numbers give about 0.4 of the point-sink value at \(\theta=0.005\) and 0.2 at the end. Since all islands grow, the loss \(k^2\) should itself be built from the disk capture number; solved self-consistently in mean field, the capture numbers become 2.2 and 3.6 and the reductions 0.38 and 0.14, about 0.23 averaged over the deposition. The flux 1 row of the table is therefore an overestimate: this estimate gives \(N\approx0.031\) nm\(^{-2}\) and \(\chi\approx0.04\), and it moves the flux at which \(\chi\) reaches 0.05 from 0.3 to about 1.2. At the lower fluxes \(N\) hardly changes, because \(x\) is already small.

At 300 K, evaporation is about \(7\times10^{-11}\) of capture. In the point-sink model, at flux 0.01 and the same coverage, cooling to about 209 K slows diffusion enough to raise \(\chi\) to 0.05; finite island size lowers this temperature. Evaporation reaches 1% of capture near 764 K. The latter is not a guaranteed upper limit for the plateau, since trapped pairs or islands may break up or move at lower temperatures. That terrace dimers of nickel stay in place even at 300 K is an assumption of the model, not a result.

The fluxes in the table correspond to growth rates from 0.0002 to 0.2 nm/s. The trap density, \(3\times10^{12}\) cm\(^{-2}\), stands for deliberately damaged hBN and is far above what a good crystal should have. This assumption matters most. With ten times fewer traps, and \(\kappa\), temperature and coverage held fixed, the point-sink flux limit falls a thousandfold to about \(3\times10^{-4}\) per site per second, below every flux in the table. Finite island size, with about 600 atoms per island, raises this limit roughly fivefold, to about \(10^{-3}\), so the lowest flux in the table would lie at the edge of the plateau and the others outside it. Real surfaces also have a range of trap energies, and the threshold is not a sharp cut. For traps of a single kind lying \(2T\) below it, \(C=e^{-2}\), and the implicit law still gives \(y\approx0.6\), a filling that depends on flux. Counting only the defects above the threshold is therefore a rough estimate, and a poor one when most energies lie close to it. A wide spread of energies also leaves some flux dependence, because a higher flux lowers the threshold and brings further traps into play. At fixed sink density the threshold falls by \(2.3T\) for each tenfold rise in flux; it falls by less when the newly filled traps add to the sinks. Within this model, changing the defect density is an effective way to set island spacing, provided the traps are strong, well fed, still able to capture atoms once filled, and numerous enough to keep \(x\) small. The numerical output gives the remaining digits.

## Values computed for the example and the checks

```
MONTE CARLO TEST (densities per site)
lattice 200 x 200, traps 800, coverage 0.1
capture number sigma: 1.868
mean adatom density, map / effective medium: 1.032
kappa from trap map: 0.688; uniform 1/sigma: 0.535
filled trap fraction predicted from map: 0.9235
D/F 1e+05, mean of 3 run(s): trap islands 734.7, terrace islands 56.0
D/F 1e+06, mean of 1 run(s): trap islands 739.0, terrace islands 6.0
D/F 1e+07, mean of 1 run(s): trap islands 737.0, terrace islands 1.0
terrace islands predicted at D/F 1e+05: 63.6
trap-free lattice 110 x 110
no traps, D/F 1e+04: islands 224, mean field 301
no traps, D/F 1e+06: islands 65, mean field 70
flux exponent: with traps 0.015, without 0.269
EXAMPLE: Ni on defective hBN, rough values
temperature 300 K, attempt rate 1e+12 1/s
diffusion barrier 0.20 eV, adsorption 1.00 eV
trap binding 1.50 eV, trap density 0.03 1/nm^2
hBN cell 0.25 nm, site area 0.0541 nm^2, traps/site 1.624e-03
Ni atomic volume 0.011 nm^3, coverage 0.1 atoms/site
D 1.092e+08 site areas/s, sigma 1.306
kappa random 0.937 (std between maps 0.077), ordered 0.416
flux 1/(site s) | film nm/s | N 1/nm^2 | no traps 1/nm^2 | exponent
 0.001 | 0.00020 | 0.03001 | 0.00257 | 0.0002
 0.010 | 0.00203 | 0.03006 | 0.00541 | 0.0020
 0.100 | 0.02032 | 0.03059 | 0.01138 | 0.0189
 1.000 | 0.20323 | 0.03510 | 0.02388 | 0.1252
mean-field exponent at flux 1: integrated 0.1083, law 0.1098
flux 0.01, coverage 5 nt: filled 0.9596, terrace/nt 1.33e-04
inert traps, coverage nt: used 0.9910, terrace/nt 2.35e-03
inert traps: flux exponent 0.332 (flux 0.01 to 0.1)
weak trap 0.314 eV, flux 1e-4: N/nt 0.2284, law 0.2300
weak trap flux exponent (flux 1e-4 to 2e-4): 0.306
threshold trap binding at flux 0.01: 0.332 eV
flux where exponent is 0.05: 0.293 1/(site s)
island spacing at flux 0.01: 5.77 nm = 57.7 angstrom
evaporation / capture at 300 K: 6.9e-11
temperature where exponent is 0.05: 209 K
temperature where evaporation is 1% of capture: 764 K
filled trap fraction, random traps: 1.0000
atoms per island 61.6, hemisphere radius 0.686 nm
touching pairs per trap: 0.089
area share under islands: 0.044
capture number of finite island: 2.88
```
